# Direct and Exchange Coefficients for Closed jj Subshells in Dirac-Fock Theory

## The decision: full spinor integrals or a short list of numbers

A Dirac-Fock calculation on a closed-shell atom can be organized in two ways. One may compute repulsion integrals over all four-component spinors, magnetic substate by magnetic substate. Or one may solve for a single pair of radial functions per subshell and let fixed rational numbers carry the angular dependence. The second way is much smaller, but it needs to be known which radial integrals occur and with what weights.

The model is one determinant of fully occupied subshells, a fixed point nucleus of charge \(Z\), and the repulsion \(1/r_{12}\). Hartree atomic units are used, and the rest energy is subtracted. A subshell \(a=(n_a,\kappa_a)\) has \(\kappa=-(l+1)\) for \(j=l+\tfrac12\) and \(\kappa=l\) for \(j=l-\tfrac12\). It holds \([j]=2j+1\) electrons in the orbitals

\[
\psi_{am}=\frac1r\begin{pmatrix}P_a(r)\,\Omega_{\kappa m}(\hat r)\\ iQ_a(r)\,\Omega_{-\kappa,m}(\hat r)\end{pmatrix},\qquad \int_0^\infty(P_a^2+Q_a^2)\,dr=1,
\]

with real \(P,Q\) common to all \(m\). For any determinant,

\[
E=\sum_i\langle i|h|i\rangle+\tfrac12\sum_{ij}\big(\langle ij|r_{12}^{-1}|ij\rangle-\langle ij|r_{12}^{-1}|ji\rangle\big).
\]

The terms \(i=j\) cancel, so they may be kept. That freedom makes complete sums over \(m\) possible.

## Simple case: two \(s_{1/2}\) subshells

For \(\kappa=-1\), \(\Omega_{-1,m}=\chi_m/\sqrt{4\pi}\), where \(\chi_m\) is a spin state along \(z\). The small component contains \(\Omega_{1,m}=-\sigma_r\chi_m/\sqrt{4\pi}\), with \(\sigma_r=\boldsymbol\sigma\cdot\hat r\). Since \(\sigma_r^2=1\),

\[
\psi_{am}^\dagger\psi_{bm'}=\frac{P_aP_b+Q_aQ_b}{4\pi r^2}\,\delta_{mm'} .
\]

Every transition density is spherical, so \(1/r_{12}\) acts as \(1/r_>\), where \(r_>\) is the larger radius. Direct terms occur for all \(2\times2\) choices of \(m,m'\), exchange terms for the two with equal \(m\). With \(F^0\) and \(G^0\) the radial integrals over \(1/r_>\), the interaction of two different subshells is

\[
4F^0-2G^0=[j_a][j_b]\,(F^0-\tfrac12G^0).
\]

The exchange coefficient is \(\tfrac12\).

**Check.** For one subshell the double sum carries a factor \(\tfrac12\) and \(G^0=F^0\). This gives \(\tfrac12\cdot4\,(F^0-\tfrac12F^0)=F^0\), the repulsion of the one pair present.

## General \(j\): where the projection one half comes from

The multipole expansion is

\[
\frac1{r_{12}}=\sum_k\frac{r_<^k}{r_>^{k+1}}\sum_q C^k_q(\hat r_1)^*C^k_q(\hat r_2),\qquad C^k_q=\sqrt{\tfrac{4\pi}{2k+1}}\,Y_{kq}.
\]

We need \(M_q=\langle\kappa m|C^k_q|\kappa'm'\rangle\). The spinors are defined with the coupling order \((l,\tfrac12)j\). For \(j=l\pm\tfrac12\),

\[
\Omega_{\kappa m}=\begin{pmatrix}\pm\sqrt{\frac{l\pm m+1/2}{2l+1}}\;Y_{l,m-1/2}\\[4pt] \sqrt{\frac{l\mp m+1/2}{2l+1}}\;Y_{l,m+1/2}\end{pmatrix}.
\]

On the \(z\) axis \(Y_{l\mu}=\delta_{\mu0}\sqrt{(2l+1)/4\pi}\), so only \(m=\lambda=\pm\tfrac12\) survives. The square roots then reduce to \(\sqrt{(j+\frac12)/4\pi}\) in both cases:

\[
\Omega_{\kappa\lambda}(\hat z)=\sqrt{\frac{[j]}{8\pi}}\,\eta_\lambda\chi_\lambda,\qquad \eta_\lambda=\begin{cases}1&\kappa<0\\-2\lambda&\kappa>0.\end{cases}
\]

Let \(R\) be the rotation by \(\theta\) about \(y\), then by \(\phi\) about \(z\), which carries \(\hat z\) to \(\hat r\). Let \(u(R)\) be its spin matrix and \(D^j_{m'm}(R)\) its matrix for angular momentum \(j\). Rotating the field \(\Omega_{\kappa\lambda}\) and evaluating it at \(\hat r\) gives

\[
u(R)\,\Omega_{\kappa\lambda}(\hat z)=\sum_{m}\Omega_{\kappa m}(\hat r)\,D^j_{m\lambda}(R).
\]

This holds for every column \(\lambda\), with zero on the left for \(|\lambda|>\tfrac12\). Unitarity of \(D\) inverts it:

\[
\Omega_{\kappa m}(\hat r)=\sqrt{\frac{[j]}{8\pi}}\sum_{\lambda=\pm1/2}\eta_\lambda\,D^{j*}_{m\lambda}\,\chi_\lambda(\hat r),\qquad \chi_\lambda(\hat r)=u(R)\chi_\lambda .
\]

Here \(\lambda\) is the spin projection along the radius. Orbital angular momentum has no component along \(\hat r\), so the total projection on that axis is \(\pm\tfrac12\) for any \(j\). This is the origin of the projections in the final 3j symbol.

The same argument gives \(C^k_q(\hat r)=D^{k*}_{q0}\), because \(C^k_q(\hat z)=\delta_{q0}\). The two \(\chi_\lambda(\hat r)\) are orthonormal, and \(C^k_q\) does not act on spin, so

\[
M_q=\frac{\sqrt{[j][j']}}{8\pi}\sum_\lambda\eta_\lambda\eta'_\lambda\int d\hat r\;D^j_{m\lambda}D^{k*}_{q0}D^{j'*}_{m'\lambda}.
\]

Two standard facts finish the integral. First, \(D^j_{m\lambda}=(-1)^{m-\lambda}D^{j*}_{-m,-\lambda}\). Second, the average of three \(D\) matrices over all rotations is a product of two 3j symbols. The integrand does not depend on the third Euler angle, since its second indices add to zero, so the sphere integral is \(4\pi\) times that average:

\[
M_q=\tfrac12\sqrt{[j][j']}\begin{pmatrix}j&k&j'\\-m&q&m'\end{pmatrix}\sum_\lambda\eta_\lambda\eta'_\lambda(-1)^{m-\lambda}\begin{pmatrix}j&k&j'\\-\lambda&0&\lambda\end{pmatrix}.
\]

Now compare the two terms of the sum. Under \(\lambda\to-\lambda\):

- the 3j symbol gains \((-1)^{j+k+j'}\);
- the phase \((-1)^{-\lambda}\) gains \(-1\);
- \(\eta_\lambda\) gains \((-1)^{l+1/2-j}\), and \(\eta'_\lambda\) likewise.

The product is \((-1)^{j+j'+k+1+l+l'+1-j-j'}=(-1)^{l+l'+k}\). The terms are equal if \(l+k+l'\) is even and cancel if it is odd. Squaring,

\[
|M_q|^2=[j][j']\begin{pmatrix}j&k&j'\\-m&q&m'\end{pmatrix}^2\Gamma^k,
\]
\[
\Gamma^k=\begin{pmatrix}j&k&j'\\\tfrac12&0&-\tfrac12\end{pmatrix}^2\ (l+k+l'\text{ even}),\qquad \Gamma^k=0\ \text{otherwise}.
\]

**Small components.** Since \(\sigma_r\chi_\lambda(\hat r)=2\lambda\chi_\lambda(\hat r)\), and changing the sign of \(\kappa\) multiplies \(\eta_\lambda\) by \(-2\lambda\), we have \(\Omega_{-\kappa,m}=-\sigma_r\Omega_{\kappa m}\). The operator \(\sigma_r\) commutes with \(C^k_q\) and squares to one. Hence \(M_q\) is the same for \((-\kappa,-\kappa')\), sign included. The factors \(i\) cancel as \((-i)(i)=1\), and both components enter through the single density

\[
\rho_{ab}=P_aP_b+Q_aQ_b .
\]

**Check without 3j symbols.** Take \(s_{1/2}\) with \(p_{1/2}\) and \(k=1\). Then \(\Omega_{1,m'}=-\sigma_r\chi_{m'}/\sqrt{4\pi}\), and the \(C^1_q\) are a unitary recombination of the Cartesian components \(n_i\) of \(\hat r\). With \(\int n_in_j\,d\hat r/4\pi=\delta_{ij}/3\),

\[
\sum_{qmm'}|M_q|^2=\sum_{i}\tfrac19\,\mathrm{Tr}\,\sigma_i^2=\tfrac69=\tfrac23 .
\]

The sum over all projections should equal \([j][j']\Gamma^1=4\Gamma^1\), as shown next, so \(\Gamma^1=\tfrac16\). The numerical output lists the same value. The matrix elements were also tested by quadrature over the sphere for \(\kappa=\pm1,\pm2,\pm3\), that is \(s_{1/2}\) to \(f_{5/2}\); the largest error in the exchange sums was about \(10^{-14}\).

## Summing over filled subshells

**Direct part.** Unitarity, \(\sum_mD^j_{m\lambda}D^{j*}_{m\lambda'}=\delta_{\lambda\lambda'}\), gives

\[
\sum_m\Omega_{\kappa m}^\dagger\Omega_{\kappa m}=\frac{[j]}{8\pi}\sum_\lambda\eta_\lambda^2=\frac{[j]}{4\pi}.
\]

A filled subshell is spherical. Therefore \(\sum_m\langle\kappa m|C^k_q|\kappa m\rangle=[j]\,\delta_{k0}\delta_{q0}\), and two filled subshells have the direct energy \([j_a][j_b]F^0(a,b)\). The direct coefficient is one for \(k=0\) and zero for higher \(k\). The squared 3j symbols belong to exchange.

**Exchange part.** An exchange integral has one factor \(C^{k*}_q\) between \(a\) and \(b\) and one factor \(C^k_q\) between \(b\) and \(a\). These are complex conjugates, so \(|M_q|^2\) appears. At fixed \(q\), orthogonality gives \(\sum_{mm'}(\cdots)^2=1/(2k+1)\) for the 3j symbol in \(m\), and the \(2k+1\) values of \(q\) raise this to one. Hence

\[
\sum_{qmm'}|M_q|^2=[j_a][j_b]\,\Gamma^k_{ab}.
\]

The radial integrals are

\[
F^0(a,b)=\iint\frac{\rho_{aa}(r)\rho_{bb}(s)}{r_>}\,dr\,ds,\qquad G^k(a,b)=\iint\frac{r_<^k}{r_>^{k+1}}\,\rho_{ab}(r)\rho_{ab}(s)\,dr\,ds ,
\]

with \(r_<,r_>\) the smaller and larger of \(r,s\).

**One-electron part.** The Hamiltonian has diagonal blocks \(-Z/r\) and \(-Z/r-2c^2\), and off-diagonal blocks \(c\,\boldsymbol\sigma\cdot\mathbf p\). Inserting \(\sigma_r^2=1\),

\[
\boldsymbol\sigma\cdot\mathbf p=\sigma_r\big(\hat r\cdot\mathbf p+i\boldsymbol\sigma\cdot(\hat r\times\mathbf p)\big)=-i\sigma_r\Big(\partial_r-\frac{\boldsymbol\sigma\cdot\mathbf L}{r}\Big).
\]

From \(\boldsymbol\sigma\cdot\mathbf L=j(j+1)-l(l+1)-\tfrac34=-(\kappa+1)\) on \(\Omega_{\kappa m}\), and \((P/r)'=P'/r-P/r^2\),

\[
\boldsymbol\sigma\cdot\mathbf p\,\frac Pr\Omega_{\kappa m}=-i\sigma_r\Omega_{\kappa m}\,\frac1r\Big(P'+\frac{\kappa P}r\Big)=\frac ir\Big(P'+\frac{\kappa P}r\Big)\Omega_{-\kappa,m}.
\]

Projecting on the small component \(iQ\Omega_{-\kappa,m}/r\) gives \(c\int Q(P'+\kappa P/r)\,dr\), and the conjugate block doubles it:

\[
I_a=\int_0^\infty\Big[-\frac Zr(P_a^2+Q_a^2)+2cQ_a\Big(P_a'+\frac{\kappa_a P_a}r\Big)-2c^2Q_a^2\Big]dr .
\]

**The energy.** Collecting the three parts,

\[
\boxed{E=\sum_a[j_a]I_a+\tfrac12\sum_{ab}[j_a][j_b]\Big\{F^0(a,b)-\sum_k\Gamma^k_{ab}G^k(a,b)\Big\}}
\]

The sum over \(a,b\) is unrestricted, so each pair of different subshells appears twice and loses the factor \(\tfrac12\).

## Tests on limits

**One subshell.** For \(a=b\), write \(F^k=G^k(a,a)\), which for \(k=0\) is \(F^0(a,a)\). Since \(C^0_0=1\), \(M_0=\delta_{mm'}\), so \([j]^2\Gamma^0=[j]\) and \(\Gamma^0=1/[j]\). The contribution becomes

\[
E_{aa}=\tfrac12[j]([j]-1)F^0-\tfrac12[j]^2\sum_{k>0}\Gamma^kF^k .
\]

The \(k=0\) exchange has removed the self-interaction, leaving the correct number of pairs. Dividing by \(\tfrac12[j]([j]-1)\) gives the mean interaction per pair:

\[
F^0-\frac{[j]}{[j]-1}\sum_{k>0}\Gamma^kF^k .
\]

For \(p_{3/2}\), with \(\Gamma^2=\tfrac1{20}\) from the next check, this is \(F^0-\tfrac1{15}F^2\). In a partly filled subshell it describes an average over all determinants. The energy of an individual state of given total \(J\) differs from it in general, so the boxed formula does not resolve open-shell multiplets.

**Sum over multipoles.** The other orthogonality relation of the 3j symbols, now summed over \(k\), reads

\[
\sum_k(2k+1)\begin{pmatrix}j&k&j'\\\frac12&0&-\frac12\end{pmatrix}^2=1,
\]
\[
\sum_k(2k+1)\begin{pmatrix}j&k&j'\\\frac12&0&-\frac12\end{pmatrix}\begin{pmatrix}j&k&j'\\-\frac12&0&\frac12\end{pmatrix}=0 .
\]

The second symbol equals \((-1)^{j+j'+k}\) times the first, so even and odd \(k\) contribute equally. The parity rule keeps one of the two sets:

\[
\sum_k(2k+1)\Gamma^k=\tfrac12 .
\]

This fixes all the coefficients needed for \(s\) and \(p\) subshells:

- \(s_{1/2}\) with either \(p_j\): only \(k=1\) is allowed, so \(\Gamma^1=\tfrac16\).
- \(p_{1/2}\) with \(p_{3/2}\): the triangle rule allows \(k=1,2\) and parity keeps \(k=2\), so \(\Gamma^2=\tfrac1{10}\).
- \(p_{3/2}\) with itself: \(\tfrac14+5\Gamma^2=\tfrac12\), so \(\Gamma^2=\tfrac1{20}\).

The value \(\tfrac12\) has a physical reading. For a contact repulsion, \(r_<^k/r_>^{k+1}\) is replaced by \((2k+1)\,\delta(r-s)/(4\pi r^2)\). If the small components are negligible, \(\rho_{ab}^2=\rho_{aa}\rho_{bb}\), and exchange is then half the direct energy. Half of the electron pairs have parallel spins, and these do not feel a contact force.

**Nonrelativistic limit.** Let \(c\to\infty\), so that \(Q\to0\) and both members of a spin-orbit doublet share one \(P\). The states with \(j=l\pm\tfrac12\) span the same space as the products \(Y_{l\mu}\chi_\sigma\), and the sum of \(|M_q|^2\) does not change under a unitary change of basis. In the product basis spin conservation gives a factor two:

\[
\sum_{jj'}[j][j']\Gamma^k=2(2l+1)(2l'+1)\begin{pmatrix}l&k&l'\\0&0&0\end{pmatrix}^2 .
\]

For \(s\) with \(p\) the left side is \(\tfrac46+\tfrac86=2\), and the right side is \(2\cdot3\cdot\tfrac13=2\). This is the exchange weight of closed-shell Hartree-Fock theory. Both sum rules were tested in exact arithmetic: the sum over multipoles for \(s_{1/2}\) to \(f_{5/2}\), and this one for complete doublets up to \(l=3\).

## From the energy to the orbitals

Vary the radial functions of subshell \(a\). Each interaction with \(b\ne a\) occurs twice in the double sum, and the term \(b=a\) contains the varied pair of functions twice. In both cases the factor \(\tfrac12\) disappears. The orbitals of one \(\kappa\) therefore share a single Fock operator, whose expectation value is

\[
\varepsilon_a=I_a+\sum_b[j_b]\Big\{F^0(a,b)-\sum_k\Gamma^k_{ab}G^k(a,b)\Big\}.
\]

Orthogonality multipliers between filled subshells of equal \(\kappa\) can be diagonalized away, because mixing these subshells leaves the determinant unchanged. Multiplying by \([j_a]\) and summing counts the repulsion twice, so

\[
E=\tfrac12\sum_a[j_a](I_a+\varepsilon_a).
\]

The solution is a stationary point, not an unrestricted minimum, because the Dirac operator has states near and below \(-2c^2\). The occupied orbitals are, for each \(\kappa\), the lowest states of the other branch, which for neon lie far above \(-2c^2\).

## Neon worked through

Free neon has the subshells \(1s_{1/2}^2\,2s_{1/2}^2\,2p_{1/2}^2\,2p_{3/2}^4\). The radial functions are expanded in 12 \(s\) and 7 \(p\) Gaussian exponents. Each small-component function is proportional to \(P'+\kappa P/r\) of its large partner, which is called kinetic balance.

Three pair energies, in hartree, show the coefficients at work:

\[
E(1s,2p_{3/2})=8\,\big(1.41595-\tfrac16\,0.14530\big)=11.134,
\]
\[
E(2p_{1/2},2p_{3/2})=8\,\big(0.96849-\tfrac1{10}\,0.42748\big)=7.406,
\]
\[
E(2p_{3/2},2p_{3/2})=\tfrac12\cdot16\,\big(\tfrac34\,0.96719-\tfrac1{20}\,0.42710\big)=5.632 .
\]

In the last line the \(k=2\) term alone is \(8\times0.02135=0.171\) hartree. Dropping it at fixed orbitals would raise the energy by more than the whole relativistic shift found below.

Adding the one-electron, direct and exchange parts,

\[
E=-182.747+66.191-12.120=-128.676\ \text{hartree}\quad(-3501.5\ \text{eV}).
\]

The direct and exchange parts each contain self terms, which cancel in the sum. These digits belong to this basis: with 26 \(s\) and 20 \(p\) exponents the parts become \(-182.779\), \(66.210\) and \(-12.123\), and the total \(-128.692\) hartree (\(-3501.9\) eV), lower by 0.016 hartree.

**Orbital energy check.** Per electron of \(2p_{1/2}\), the repulsion is half of its pair energies with the other subshells, plus the full \(E_{aa}\), since \(2E_{aa}/[j]=E_{aa}\) here:

\[
\varepsilon=-10.10271+\tfrac12(5.58207+3.57279+7.40590)+0.96978=-0.8525\ \text{hartree},
\]

in agreement with the eigenvalue. The \(2p\) splitting, \(\varepsilon(2p_{3/2})-\varepsilon(2p_{1/2})\), is 0.0044 hartree (0.120 eV) in this basis and 0.0046 hartree (0.124 eV) with 26 \(s\) and 20 \(p\) exponents. The one-electron integrals alone differ by \(10.1027-10.0832=0.0195\) hartree. The repulsion takes back 0.0151 hartree of this (0.0182 from the direct terms, less 0.0031 from exchange), mainly because the \(2p_{1/2}\) orbital is slightly more compact: its \(F^0\) with \(1s\) is 1.4199 hartree, against 1.4160 for \(2p_{3/2}\). A splitting estimated from these self-consistent \(I_a\) alone would be more than four times too large. Most of their difference reflects the change of orbital shape: with one common nonrelativistic \(2p\) function as large component for both levels, the \(I_a\) differ by only about 0.0044 hartree.

**Independent tests.** The boxed formula was compared with a four-component calculation that uses full spinor integrals and no angular reduction. To keep those integrals affordable, both sides used a compact basis of 6 \(s\) and 3 \(p\) exponents. The two energies, \(-127.714441\) hartree, differ by \(3\times10^{-12}\) hartree. The compact total lies 0.96 hartree above that of the larger basis, so this agreement tests the angular reduction and says nothing about basis quality.

In the larger basis, nonrelativistic Hartree-Fock gives \(-128.533\) hartree, so the relativistic shift is \(-0.143\) hartree, about 0.11% of the total. With 26 \(s\) and 20 \(p\) exponents the two values become \(-128.547\) and \(-0.145\) hartree. With \(c\) raised a hundredfold, the radial formula lies \(1.4\times10^{-5}\) hartree below the nonrelativistic value. That is \(10^{-4}\) of the full shift, as a leading correction in \(1/c^2\) requires.

For the opening decision, the radial route loses nothing within this model: closed subshells, common radial functions and \(1/r_{12}\). The Breit interaction needs a separate angular reduction, because its current operators connect large with small components. It is left out of the neon energy, as are radiative effects, nuclear size and recoil, and correlation; the basis of 12 \(s\) and 7 \(p\) exponents leaves a further error of about 0.016 hartree in the total, 0.002 hartree in the relativistic shift and 0.004 eV in the \(2p\) splitting.

## Calculated quantities

```
largest angular exchange-sum error = 1.4e-14
Gamma_k (dimensionless):
  s1/2 s1/2  k=0: 1/2
  s1/2 p1/2  k=1: 1/6
  s1/2 p3/2  k=1: 1/6
  p1/2 p1/2  k=0: 1/2
  p1/2 p3/2  k=2: 1/10
  p3/2 p3/2  k=0: 1/4, k=2: 1/20
  d3/2 d3/2  k=0: 1/4, k=2: 1/20
  d3/2 d5/2  k=2: 1/70, k=4: 1/21
  d5/2 d5/2  k=0: 1/6, k=2: 4/105, k=4: 1/63
speed of light c = 137.035999 atomic units
neon nuclear charge Z = 10
s exponents: 12, first 0.18, ratio 2.6 (bohr^-2)
p exponents: 7, first 0.12, ratio 2.8 (bohr^-2)
one-electron integral I and orbital energy eps (hartree):
  1s1/2 [j]=2 I=-49.973486 eps=-32.817312
  2s1/2 [j]=2 I=-11.130690 eps=-1.936721
  2p1/2 [j]=2 I=-10.102706 eps=-0.852542
  2p3/2 [j]=4 I=-10.083227 eps=-0.848126
subshell pairs: F0, G_k, total pair energy (hartree):
  1s1/2 1s1/2 F0=5.982395 G0=5.982395 E=5.982395
  1s1/2 2s1/2 F0=1.459852 G0=0.103907 E=5.631594
  1s1/2 2p1/2 F0=1.419851 G1=0.145998 E=5.582074
  1s1/2 2p3/2 F0=1.415953 G1=0.145299 E=11.133890
  2s1/2 2s1/2 F0=1.023797 G0=1.023797 E=1.023797
  2s1/2 2p1/2 F0=0.993132 G1=0.599609 E=3.572787
  2s1/2 2p3/2 F0=0.991829 G1=0.598999 E=7.135965
  2p1/2 2p1/2 F0=0.969783 G0=0.969783 E=0.969783
  2p1/2 2p3/2 F0=0.968486 G2=0.427478 E=7.405903
  2p3/2 2p3/2 F0=0.967193 G0=0.967193 G2=0.427097 E=5.632322
one-electron energy = -182.746672 hartree
direct energy (with self terms) = 66.190974 hartree
exchange energy (with self terms) = -12.120465 hartree
total energy = -128.676163 hartree
total energy = -3501.457 eV
half-sum energy check = -128.676163 hartree
2p3/2 - 2p1/2 splitting = 0.004415 hartree
2p3/2 - 2p1/2 splitting = 0.1201 eV
nonrelativistic Hartree-Fock = -128.532878 hartree
radial formula at 100 c = -128.532892 hartree
relativistic shift = -0.143285 hartree
compact basis: 6 s, 3 p, first 0.3, ratio 4.5 (bohr^-2)
compact basis, radial formula = -127.714441 hartree
compact basis, full spinors = -127.714441 hartree
difference of the two = 3.2e-12 hartree
```
